# The Coulomb Capture Radius in an Organic Semiconductor

## Problem

An electron and a hole sit in an amorphous organic film of the kind used in light-emitting diodes. The film has relative permittivity $\varepsilon_r=3$ and temperature $T=300$ K. Treat the carriers as point charges $\mp e$ in a uniform, isotropic dielectric. Except in part (e), there is no applied field, no screening by other carriers and no variation of site energies.

(a) At what separation $r_c$ is the magnitude of their Coulomb energy equal to $k_BT$?

(b) The carriers move by diffusion and drift, and recombine as soon as their separation falls to a contact distance $a=1$ nm. Hold one carrier at the origin and let the other species have density $n_0$ far away. Find the steady capture rate. What radius would a neutral absorbing sphere need in order to capture at the same rate?

(c) The sum of the two mobilities is $\mu=10^{-4}$ cm²/Vs. Find the capture rate per unit density.

(d) A pair starts at separation $r$. What is the probability that it escapes recombination? Evaluate it at $r=r_c$, and find the separation that gives even odds.

(e) A voltage of 1 V now falls across a film 100 nm thick. Is $r_c$ still the size of the region in which the pair is bound? Consider also site energies that vary with a width of 0.1 eV.

The mobility, disorder width and contact distance are rough typical values, not data for a particular compound.

## Hints

1. In part (a), the medium divides the vacuum Coulomb energy by $\varepsilon_r$. It is convenient to work in eV and nm, with $e^2/(4\pi\varepsilon_0)=1.440$ eV nm.

2. In part (b), write the inward flux as a diffusion term plus a drift term. The Einstein relation links their coefficients. In the steady state the same number of carriers crosses every sphere around the origin each second.

3. The resulting first-order equation has an integrating factor. Look for a function whose logarithmic derivative is the coefficient of $n$.

4. In part (d), the escape probability at the present position equals the average of the escape probabilities at the positions reached a short time later.

5. In part (e), add the energy $-eFr$ along the direction in which the field pulls the pair apart, and look for a maximum.

## Solution

### (a) The distance set by the thermal energy

Take the energy to be zero at infinite separation. Opposite charges then have

$$U(r)=-\frac{C}{r},\qquad C=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r}.$$

Setting $|U(r_c)|=k_BT$ gives $C/r_c=k_BT$, and therefore

$$r_c=\frac{C}{k_BT}=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r k_BT}.$$

The numbers are

$$C=\frac{1.440\ \text{eV nm}}{3}=0.4800\ \text{eV nm},\qquad k_BT=0.025852\ \text{eV},$$

$$r_c=\frac{0.4800\ \text{eV nm}}{0.025852\ \text{eV}}=18.6\ \text{nm}.$$

This is 351 bohr; in Hartree atomic units the formula is $r_c=1/(\varepsilon_r k_BT)$. Without the factor $\varepsilon_r$ the result would be 55.7 nm, three times too large.

So far the choice of $k_BT$ is a convention. One could instead compare the Coulomb energy with the mean kinetic energy $3k_BT/2$ of a classical free particle, which would give 12.4 nm. Part (b) supplies a reason to prefer $k_BT$ when the carriers diffuse.

### (b) Capture by diffusion and drift

Both carriers may be mobile. If they move independently, their separation diffuses with the sum $D$ of their diffusion coefficients, and it drifts with the sum $\mu$ of their mobilities. The Einstein relation, applied to each carrier, gives $D=\mu k_BT/e$. We can therefore hold one carrier at the origin and give the other the coefficients $D$ and $\mu$.

The attractive force has magnitude $C/r^2$. The inward drift speed is the mobility times the force divided by $e$:

$$v=\frac{\mu}{e}\frac{C}{r^2}=\frac{D}{k_BT}\frac{C}{r^2}=\frac{D r_c}{r^2}.$$

Diffusion carries particles towards lower density. If $n$ increases with $r$, the diffusive flux is inward and equals $D\,dn/dr$. The total inward flux density is

$$j=D\left(\frac{dn}{dr}+\frac{r_c}{r^2}n\right).$$

In the steady state $K=4\pi r^2j$ is the same for every $r>a$, so

$$\frac{dn}{dr}+\frac{r_c}{r^2}n=\frac{K}{4\pi D r^2}.$$

Since $d(-r_c/r)/dr=r_c/r^2$, the integrating factor is $e^{-r_c/r}$. Multiplying by it turns the left side into a single derivative:

$$\frac{d}{dr}\left(n\,e^{-r_c/r}\right)=\frac{K}{4\pi D}\frac{e^{-r_c/r}}{r^2}.$$

Immediate recombination at contact means $n(a)=0$. Far away $n\to n_0$ and $e^{-r_c/r}\to1$. Integrating the left side from $a$ to infinity thus gives $n_0$. On the right we use

$$\frac{d}{dr}e^{-r_c/r}=\frac{r_c}{r^2}e^{-r_c/r}
\quad\Longrightarrow\quad
\int_a^\infty\frac{e^{-r_c/r}}{r^2}\,dr=\frac{1-e^{-r_c/a}}{r_c}.$$

Hence

$$n_0=\frac{K}{4\pi D}\frac{1-e^{-r_c/a}}{r_c},
\qquad
K=\frac{4\pi D n_0r_c}{1-e^{-r_c/a}}.$$

For a neutral absorbing sphere of radius $R$ there is no drift term. Then $dn/dr=K/(4\pi Dr^2)$, and integration from $R$ to infinity gives $n_0=K/(4\pi DR)$, or $K=4\pi Dn_0R$. Comparing the two rates, the equivalent neutral sphere has radius

$$R=\frac{r_c}{1-e^{-r_c/a}}.$$

With $a=1$ nm the exponential is $8.6\times10^{-9}$, so $R=18.6$ nm. The distance found from an energy criterion in part (a) is also the radius for diffusive capture, provided $a\ll r_c$. A criterion based on $3k_BT/2$ would not reproduce this rate.

The dependence on $a$ shows where the agreement ends. Moving the contact from 1 to 2 nm leaves $R$ at 18.6 nm, but a contact at 10 nm gives $R=22.0$ nm. In the opposite limit, $a\gg r_c$, we expand $1-e^{-r_c/a}\approx r_c/a$ and obtain $R\approx a$. The attraction then hardly matters, and the absorber captures as a neutral sphere of its own size.

Two assumptions deserve attention. First, recombination at contact was immediate. If it were slow, $n(a)$ would be positive and the left side of the integrated equation would be $n_0-n(a)e^{-r_c/a}$. This is smaller than $n_0$, so $K$ would be smaller too. For $a=1$ nm the exponential is so small that the fractional reduction, $n(a)e^{-r_c/a}/n_0$, reaches 10% only when carriers accumulate at contact to a density of about $10^7n_0$, and one half at about $6\times10^7n_0$. Second, a continuous equation replaced hops of about 1 nm. At $r_c$, one such hop outward changes the energy by

$$\frac{C}{r_c}-\frac{C}{r_c+1\ \text{nm}}=0.051\,k_BT,$$

which is a small step. A hop from 1 to 2 nm costs $9.3\,k_BT$, so the continuous description is poor close to contact. The weak dependence of $R$ on $a$ suggests that this inner region has little influence on the rate if carriers that enter it recombine, but the continuous equation cannot prove that.

### (c) The rate coefficient

For $a\ll r_c$ the rate per unit density is $\gamma=K/n_0=4\pi Dr_c$. Inserting $D=\mu k_BT/e$ and the formula for $r_c$,

$$\gamma=4\pi\,\frac{\mu k_BT}{e}\,\frac{e^2}{4\pi\varepsilon_0\varepsilon_rk_BT}
=\frac{e\mu}{\varepsilon_0\varepsilon_r}.$$

This is the Langevin recombination coefficient. The temperature cancels at fixed mobility: a warmer carrier diffuses faster, but its capture radius is smaller by the same factor. In a real film $\mu$ itself depends on temperature, so $\gamma$ does too.

For the example, $D=10^{-4}\times0.025852=2.585\times10^{-6}$ cm²/s. With $r_c=1.857\times10^{-6}$ cm,

$$\gamma=4\pi(2.585\times10^{-6})(1.857\times10^{-6})
=6.0\times10^{-11}\ \text{cm}^3/\text{s}.$$

### (d) The probability of escape

Let $P(\mathbf r)$ be the probability that the pair separates to infinity before it reaches contact. In a short time $\tau$ the separation changes by a random vector $\boldsymbol\delta$. Its mean is the drift $-\hat{\mathbf r}\,Dr_c\tau/r^2$, and each Cartesian component has variance $2D\tau$ to first order in $\tau$. Hint 4 says that $P(\mathbf r)=\langle P(\mathbf r+\boldsymbol\delta)\rangle$. A Taylor expansion to first order in $\tau$ gives

$$0=-\frac{Dr_c\tau}{r^2}\frac{dP}{dr}+D\tau\nabla^2P.$$

For a function of $r$ alone, $\nabla^2P=P''+2P'/r$. Dividing by $D\tau$,

$$P''+\left(\frac2r-\frac{r_c}{r^2}\right)P'=0.$$

This is a first-order equation for $P'$:

$$\frac{P''}{P'}=\frac{r_c}{r^2}-\frac2r
\quad\Longrightarrow\quad
\ln P'=-\frac{r_c}{r}-2\ln r+\text{constant}.$$

So $P'=A\,e^{-r_c/r}/r^2$. The integral is the one used in part (b). With $P(a)=0$,

$$P(r)=\frac{A}{r_c}\left(e^{-r_c/r}-e^{-r_c/a}\right).$$

The condition $P(\infty)=1$ fixes $A/r_c=1/(1-e^{-r_c/a})$, and

$$P(r)=\frac{e^{-r_c/r}-e^{-r_c/a}}{1-e^{-r_c/a}}.$$

When $e^{-r_c/a}$ is negligible beside $e^{-r_c/r}$, this becomes $P(r)=e^{-r_c/r}$. At $r=r_c$ the probability is $e^{-1}=0.368$. Even odds require $e^{-r_c/r}=1/2$, or

$$r=\frac{r_c}{\ln2}=26.8\ \text{nm}.$$

The capture radius is therefore not a boundary at which a carrier's fate is settled. More than a third of the pairs that start at $r_c$ escape, and some that start well outside it recombine. The equivalence with an absorbing sphere concerns the total rate, not individual paths.

### (e) A working device

A voltage of 1 V across 100 nm gives $F=0.01$ V/nm, which is 0.1 MV/cm. Along the direction in which the field separates the pair, the energy is

$$V(r)=-\frac Cr-eFr.$$

Its derivative, $C/r^2-eF$, vanishes at $r_F=\sqrt{C/(eF)}$. The second derivative, $-2C/r^3$, is negative, so this is a maximum. Since $C/r_F=eFr_F=\sqrt{CeF}$, the energy there is $-2\sqrt{CeF}$. For the example,

$$r_F=\sqrt{\frac{0.4800}{0.01}}\ \text{nm}=6.9\ \text{nm},\qquad
2\sqrt{0.4800\times0.01}\ \text{eV}=0.139\ \text{eV}.$$

The barrier top lies well inside $r_c$, and it is 0.139 eV below the zero-field escape level. In this direction $r_c$ is no longer the size of the bound region. In the opposite direction the field term is $+eFr$, and the energy rises steadily with separation. The problem has lost its spherical symmetry, so replacing $r_c$ by $r_F$ in part (b) would not give a valid capture rate.

In fact the steady capture rate hardly changes in this model, in which the mobility is held fixed; in a real disordered film $\mu$ usually depends on the field, and $\gamma$ changes with it. Outside the origin, neither the Coulomb force nor the uniform applied force has a divergence, so a uniform density $n_0$ satisfies the steady drift-diffusion equation. The applied force carries as many particles into a sphere around the origin as out of it, while the Coulomb force carries in $4\pi r^2n_0\,Dr_c/r^2=4\pi Dn_0r_c$ per second. Absorption at contact disturbs this density only nearby if $a\ll r_c$ and $a\ll r_F$. Averaged over the initial directions of a pair, the field makes escape easier, but $r_c$ still sets the rate at which carriers arriving from far away are captured.

The field that puts the barrier top at $r_c$ follows from $eF=C/r_c^2=k_BT/r_c$. It is 0.0139 MV/cm. For $r_c$ to describe the extent of the bound region, the field must be well below this value; the device field is about seven times larger.

Disorder introduces another energy scale. A width of 0.1 eV is $3.9\,k_BT$, and the Coulomb energy falls to 0.1 eV at $C/(0.1\ \text{eV})=4.8$ nm. Beyond that separation, typical variations in site energy exceed the attraction. This comparison warns that the smooth landscape is an idealization, but it does not supply a corrected rate.

For amorphous organic films, a permittivity near 3 is typical, while mobilities differ by orders of magnitude between materials. The chosen field is modest for a light-emitting diode, since several volts may be applied across a similar thickness, although part of that voltage offsets the built-in potential. The assumption of zero field is thus broken in normal operation. For the stated voltage, the extent of the bound region along the field is set by the barrier top at 6.9 nm instead of by $r_c=18.6$ nm. Uncertainty in the material changes the length scale less: at 300 K, $r_c$ is 22.3 nm for $\varepsilon_r=2.5$ and 13.9 nm for $\varepsilon_r=4$. Warming the device to 330 K at fixed $\varepsilon_r=3$ gives 16.9 nm. Since the permittivity is known only roughly, "about 20 nm" is as precise a statement of the zero-field capture radius as the model deserves.

## Variation 1: a carrier near a metal contact

**Question.** One carrier has been injected from a flat metal electrode into the same film, taken to be thick. At what distance $x$ from the metal does its image energy have magnitude $k_BT$? Where is the barrier top if a field of 0.1 MV/cm pulls the carrier away?

**Solution.** In the film, the charge induced on the metal acts like an opposite charge at distance $x$ behind the surface. The separation is $2x$, so the attractive force is $C/(2x)^2=C/(4x^2)$. The energy is minus the work needed to remove the carrier to infinity:

$$U_{\rm im}(x)=-\int_x^\infty\frac{C}{4y^2}\,dy=-\frac{C}{4x}.$$

This is half the energy of two real charges at separation $2x$, because the image recedes as the carrier is moved. Setting $C/(4x)=k_BT$ gives

$$x=\frac{r_c}{4}=4.6\ \text{nm}.$$

With the field, the energy is $-C/(4x)-eFx$. Its derivative vanishes when $C/(4x^2)=eF$, so

$$x_m=\sqrt{\frac{C}{4eF}}=3.5\ \text{nm}.$$

At this point both terms equal $-\tfrac12\sqrt{CeF}$. The injection barrier is therefore lowered by $\sqrt{CeF}=0.069$ eV, half the value for the pair in part (e).

The distance $r_c/4$ is an energy scale, not a capture radius. In this planar geometry without a field, the escape equation is $P''-(r_c/4x^2)P'=0$, with solution $P'=A\,e^{-r_c/(4x)}$. Far from the metal $P'$ tends to the constant $A$. If escape means reaching a distant plane at $x=L$, then $P(L)=1$ requires $A\approx1/L$, and $P$ at any fixed $x$ tends to zero as $L$ grows. Without a field, diffusion eventually returns the carrier to the metal.

## Variation 2: screening by other carriers

**Question.** The film contains mobile carriers of one sign, with density $n=10^{15}$ cm⁻³, and a uniform neutralizing background. Estimate the distance at which the screened attraction between two opposite charges equals $k_BT$.

**Solution.** Let the mobile carriers have charge $q=\pm e$. In a potential $\phi$ their density is $n e^{-q\phi/k_BT}$. After the background is subtracted, the charge density for small $|q\phi|/k_BT$ is

$$\rho=qn\left(e^{-q\phi/k_BT}-1\right)\approx-\frac{e^2n}{k_BT}\phi.$$

Poisson's equation, $\nabla^2\phi=-\rho/(\varepsilon_0\varepsilon_r)$, becomes $\nabla^2\phi=\phi/\lambda^2$ with

$$\frac1{\lambda^2}=\frac{e^2n}{\varepsilon_0\varepsilon_rk_BT}=4\pi r_cn.$$

In spherical symmetry this reads $(r\phi)''=r\phi/\lambda^2$. The solution that decays at infinity has $r\phi\propto e^{-r/\lambda}$. Matching it to the bare Coulomb form at small $r$ gives the attraction energy $-(C/r)e^{-r/\lambda}$.

Since $n=10^{-6}$ nm⁻³, the screening length is

$$\lambda=\frac1{\sqrt{4\pi\times18.57\times10^{-6}}}\ \text{nm}=65.5\ \text{nm}.$$

The required distance satisfies $r=r_c\,e^{-r/\lambda}$. A numerical root search gives $r=14.8$ nm, about 20% below the unscreened value.

This is an estimate for three reasons. The linear approximation assumed energies well below $k_BT$, whereas the distance sought is where the energy equals $k_BT$. Also, a sphere of radius $\lambda$ contains on average $4\pi n\lambda^3/3=1.2$ mobile carriers, too few for a smooth screening cloud to be a secure description. Finally, the Boltzmann density assumes equilibrium, so the mobile carriers must not be removed. Around a charge that captures them at contact, the equation of part (b) gives $n(r)=n_0\left(1-e^{r_c/r-r_c/a}\right)/\left(1-e^{-r_c/a}\right)$, which is uniform except close to contact. No screening cloud forms around that charge, its potential stays bare, and the energy equals $k_BT$ at $r_c=18.6$ nm. The value 14.8 nm describes only a charge whose surrounding carriers are in equilibrium, and for such a charge screening may matter at this density. In the dilute limit $n\to0$, $\lambda$ grows without bound and the distance returns to $r_c$.

Numbers in the example were calculated in double precision.
